# Equilibrium dissociation of the trimethylgallium–ammonia adduct in excess ammonia

## Result and conventions

Trimethylgallium, written A, and ammonia, written B, form the adduct AB by the reversible reaction A + B ⇌ AB. Let $\theta$ be the fraction of all A that is bound in AB. In a large excess of ammonia at partial pressure $p$, equilibrium gives

$$
\theta=\frac{x}{1+x},\qquad
x=\frac{p}{p^\circ}\exp\left(-\frac{\Delta H}{RT}+\frac{\Delta S}{R}\right), \tag{1}
$$

and half of the adduct is dissociated at

$$
T_{1/2}=\frac{\Delta H}{\Delta S+R\ln(p/p^\circ)}
=\frac{|\Delta H|}{|\Delta S|-R\ln(p/p^\circ)}. \tag{2}
$$

Here $\Delta H$ and $\Delta S$ are the molar enthalpy and entropy of association, AB minus A minus B, at the standard pressure $p^\circ=1$ bar. Both are negative: binding releases heat, and two free molecules become one. They are taken as independent of temperature until the last section. The second form of (2) follows from the first by changing the sign of numerator and denominator.

The gas is ideal and uniform, and association has reached equilibrium. The 1:1 adduct is the sole product: methane elimination, pyrolysis, binding of a second ammonia, oligomers and condensation are left out. Equation (1) has the form of a Langmuir isotherm because each A offers one site for ammonia. No solid surface is involved.

## First derivation: minimum of the Gibbs energy

Consider a parcel of gas at fixed $T$ and total pressure $P$ that contains one mole of A in all its forms, $\beta\ge1$ moles of ammonia in all its forms, and $c$ moles of inert carrier. If $\xi$ moles of adduct have formed, the amounts are

$$
n_A=1-\xi,\quad n_B=\beta-\xi,\quad n_{AB}=\xi,\quad n_C=c,
$$

and their sum is $n=n_0-\xi$ with $n_0=1+\beta+c$. Since the parcel holds one mole of A, $\xi$ is the adducted fraction.

In an ideal gas mixture species $i$ has partial pressure $p_i=n_iP/n$ and chemical potential $\mu_i^\circ+RT\ln(p_i/p^\circ)$. The Gibbs energy is therefore

$$
G(\xi)=\sum_i n_i\left[\mu_i^\circ+RT\ln\frac{n_iP}{n\,p^\circ}\right].
$$

Differentiation acts on the prefactors $n_i$ and on the logarithms. The logarithms contribute

$$
RT\sum_i n_i\left(\frac{1}{n_i}\frac{dn_i}{d\xi}-\frac1n\frac{dn}{d\xi}\right)
=RT\left(\frac{dn}{d\xi}-\frac{dn}{d\xi}\right)=0,
$$

because $\sum_i n_i=n$. The prefactors have derivatives $-1$ for A, $-1$ for B, $+1$ for AB and $0$ for the carrier. With $\Delta G^\circ=\mu_{AB}^\circ-\mu_A^\circ-\mu_B^\circ=\Delta H-T\Delta S$, what remains is

$$
\frac{dG}{d\xi}=\Delta G^\circ+RT\ln\frac{p_{AB}\,p^\circ}{p_A\,p_B}. \tag{3}
$$

One factor $p^\circ$ survives because the reaction removes one molecule from the gas.

To see that a zero of (3) is a minimum, insert the amounts. The argument of the logarithm is $\xi(n_0-\xi)p^\circ/[(1-\xi)(\beta-\xi)P]$, so

$$
\frac{1}{RT}\frac{d^2G}{d\xi^2}=\frac1\xi+\frac1{1-\xi}+\frac1{\beta-\xi}-\frac1{n_0-\xi}>0 .
$$

The sign follows from $n_0>\beta$, which makes the third term larger than the fourth. The slope (3) runs from $-\infty$ at $\xi\to0$ to $+\infty$ at $\xi\to1$, so there is one equilibrium composition. If instead $\beta<1$, $\xi$ ends at $\beta$ rather than at $1$, and the same argument holds because $n_0>1$ makes the second term larger than the fourth. Setting the slope to zero gives the law of mass action,

$$
\frac{p_{AB}}{p_A}=K\frac{p_B}{p^\circ},\qquad
K=e^{-\Delta G^\circ/RT}=\exp\left(-\frac{\Delta H}{RT}+\frac{\Delta S}{R}\right). \tag{4}
$$

The adducted fraction is $\theta=p_{AB}/(p_A+p_{AB})$. Dividing numerator and denominator by $p_A$ and using (4) gives

$$
\theta=\frac{Kp_B/p^\circ}{1+Kp_B/p^\circ}.
$$

In this expression $p_B$ is the pressure of free ammonia. When ammonia is in large excess, the adduct takes up a negligible part of it, $p_B$ may be replaced by the supplied pressure $p$, and (1) follows.

Half dissociation means $\theta=1/2$, hence $x=1$ and $\ln x=0$:

$$
-\frac{\Delta H}{RT}+\frac{\Delta S}{R}+\ln\frac{p}{p^\circ}=0
\quad\Longrightarrow\quad
\frac{\Delta H}{T}=\Delta S+R\ln\frac{p}{p^\circ},
$$

which is (2). At this temperature the heat released by binding equals $T$ times the entropy lost on binding, taken with ammonia at its actual pressure and with A and AB at equal pressures.

## Second derivation: counting the states of a finite mixture

Now let $N_A$ molecules of A and $N_B>N_A$ molecules of B, each counted in all its forms, share a fixed volume $V$ at temperature $T$. Let $q_A$, $q_B$ and $q_{AB}$ be the partition functions of single molecules in this volume, with energies measured from one common zero. The molecules are independent apart from association, and the gas is dilute enough for the usual $1/N!$ counting of identical molecules. A state with $m$ adducts then has the statistical weight

$$
W_m=\frac{q_A^{N_A-m}}{(N_A-m)!}\,\frac{q_B^{N_B-m}}{(N_B-m)!}\,\frac{q_{AB}^{m}}{m!}.
$$

Dividing $W_{m+1}$ by $W_m$ removes one free A and one free B and adds one AB. With $w=q_{AB}/(q_Aq_B)$,

$$
(m+1)\,W_{m+1}=w\,(N_A-m)(N_B-m)\,W_m .
$$

Sum both sides over $m$ from $0$ to $N_A$, with $W_{N_A+1}=0$; the term $m=N_A$ on the right vanishes as well. The left side becomes $\sum_m mW_m$. After division by $\sum_mW_m$,

$$
\langle m\rangle=w\,\langle (N_A-m)(N_B-m)\rangle .
$$

This relation holds for any numbers of molecules. Because $0\le m\le N_A$, the factor $N_B-m$ lies between $N_B-N_A$ and $N_B$. Setting $\theta=\langle m\rangle/N_A$ and dividing by $N_A-\langle m\rangle$ yields

$$
wN_B\left(1-\frac{N_A}{N_B}\right)\le\frac{\theta}{1-\theta}\le wN_B . \tag{5}
$$

As $N_A/N_B\to0$ at fixed $wN_B$, the two bounds meet and $\theta/(1-\theta)=wN_B$. Solving for $\theta$ gives $\theta=wN_B/(1+wN_B)$. Each A therefore behaves as one site with weight $1$ when empty and $wN_B$ when occupied.

It remains to express $wN_B$ through thermodynamic quantities. For $N$ identical molecules the Helmholtz energy is $-k_BT\ln(q^N/N!)$. Stirling's formula gives $\ln N!\simeq N\ln N-N$, and the derivative with respect to $N$ is the chemical potential per molecule, $-k_BT\ln(q/N)$. At the standard pressure $N=p^\circ V/k_BT$, so

$$
\mu_i^\circ=-k_BT\ln\frac{q_i\,k_BT}{p^\circ V}\quad\text{per molecule}.
$$

In the combination AB minus A minus B, one factor $k_BT/(p^\circ V)$ stands in the numerator of the logarithm and two in the denominator. The standard free energy of association per molecule is thus $-k_BT\ln[w\,p^\circ V/(k_BT)]$, which means

$$
K=w\,\frac{p^\circ V}{k_BT},\qquad
wN_B=K\,\frac{N_Bk_BT}{V\,p^\circ}=K\,\frac{p}{p^\circ}=x .
$$

This is (1) again. At half dissociation the empty and occupied states of a site have equal weight, $x=1$, and (2) follows as before.

## What each derivation assumes

Both derivations require an ideal gas, equilibrium, and one ammonia per metal atom. If a second ammonia could bind, with the ratio of doubly to singly bound A equal to $x_2$, the relative populations would be $1$, $x$ and $xx_2$. The free fraction would then be $1/(1+x+xx_2)$, and (1) would hold only where $xx_2$ is small compared with $1+x$.

The first derivation assumes the thermodynamic form of the chemical potentials and nothing about molecular structure. It holds $T$ and $P$ fixed, as suits a flow reactor, and it gives mass action for any feed ratio; excess ammonia enters in the last step. The second assumes independent molecules and dilute-gas counting. In return it relates $K$ to molecular partition functions, explains the single site, and bounds the effect of finite excess through (5).

The fixed volume of the second derivation matters when temperature is varied. In a closed vessel the ammonia pressure rises in proportion to $T$, and $p$ in (2) must be its value at $T_{1/2}$. In a flow at fixed $P$ and fixed feed composition, the supplied ammonia pressure stays constant, which is the case treated below.

Neither derivation needs constant $\Delta H$ and $\Delta S$ to obtain $\theta=x/(1+x)$. That assumption is what turns the condition $x=1$ into the closed formula (2). Neither says how fast equilibrium is reached. If the gas changes temperature faster than the adduct can form or break, the composition depends on the history of the gas, and (1) does not describe it.

## The half point in numbers

The following values are round model parameters, not measured or computed data for the real adduct: $\Delta H=-75$ kJ/mol, $\Delta S=-140$ J/(mol K), $P=1$ bar and $p=0.2$ bar. Define

$$
D=|\Delta S|-R\ln\frac{p}{p^\circ}=140+13.38=153.38\ \text{J/(mol K)} .
$$

The logarithm is negative, so low ammonia pressure increases the entropy cost of binding. Equation (2) gives

$$
T_{1/2}=\frac{75000}{153.38}\ \text{K}=489\ \text{K},
$$

or 216 °C. The temperature at which $\Delta G^\circ=0$ is $|\Delta H|/|\Delta S|=536$ K. It is the half point for ammonia at 1 bar, and lies 47 K too high for the pressure used here.

The choice of standard pressure has no effect on $T_{1/2}$. Changing it from $p^\circ$ to $p'$ lowers the standard entropy of each gas by $R\ln(p'/p^\circ)$. Since $\Delta S$ contains one entropy with a plus sign and two with a minus sign, it rises by $R\ln(p'/p^\circ)$. The term $R\ln(p/p')$ is lower than $R\ln(p/p^\circ)$ by the same amount, and the sum in (2) is unchanged.

Equation (2) needs $D>0$. Otherwise $\ln x=|\Delta H|/RT-D/R$ would be positive at every temperature, and this model would have no half point. For $p\le p^\circ$ the condition is met, since then $D\ge|\Delta S|$.

## Width of the transition

The logarithm of $\theta/(1-\theta)=x$ is

$$
\ln\frac{\theta}{1-\theta}=\frac{|\Delta H|}{RT}-\frac{D}{R}
\quad\Longrightarrow\quad
T(\theta)=\frac{|\Delta H|}{D+R\ln[\theta/(1-\theta)]} . \tag{6}
$$

For $\theta=0.9$ the added term is $R\ln9=18.27$ J/(mol K), and for $\theta=0.1$ it is the negative of this. The two temperatures are $75000/171.65=437$ K and $75000/135.11=555$ K. Dissociation is thus spread over 118 K. The 10 % point lies 66 K above $T_{1/2}$ and the 90 % point 52 K below it, because (6) is symmetric in $1/T$ and not in $T$.

The slope follows from $d\theta/d\ln x=x\,d\theta/dx=x/(1+x)^2=\theta(1-\theta)$, together with $d\ln x/dT=-|\Delta H|/RT^2$. At the half point $\theta(1-\theta)=1/4$, and

$$
\left.\frac{d\theta}{dT}\right|_{T_{1/2}}=-\frac{|\Delta H|}{4RT_{1/2}^2}=-0.0094\ \text{K}^{-1}.
$$

Near the midpoint, about one percent of all A is released per kelvin. The fractions from (1) at five temperatures are:

| $T$ (K) | $\theta$ |
|---|---|
| 400 | 0.984 |
| 450 | 0.832 |
| 500 | 0.400 |
| 550 | 0.114 |
| 600 | 0.032 |

At the cold end $x\gg1$, and the free fraction $1-\theta=1/(1+x)\approx1/x$ is inversely proportional to ammonia pressure. At the hot end $x\ll1$, and $\theta\approx x$ is proportional to it.

## Dependence on pressure and binding strength

From $T_{1/2}=|\Delta H|/D$ and $dD/d\ln p=-R$,

$$
\frac{dT_{1/2}}{d\ln p}=\frac{R|\Delta H|}{D^2}=\frac{RT_{1/2}^2}{|\Delta H|}=26.5\ \text{K} .
$$

More ammonia stabilises the adduct. For a tenfold reduction, to 0.02 bar, this slope would predict a fall of $26.5\times\ln10=61$ K. The full formula gives $T_{1/2}=435$ K, a fall of 54 K. The fall is smaller because the slope is proportional to $T_{1/2}^2$ and decreases on the way down.

At fixed $\Delta S$ and $p$, $T_{1/2}$ is proportional to $|\Delta H|$. Raising the binding enthalpy from 75 to 80 kJ/mol moves the half point to $489\times80/75=522$ K. An uncertainty of 5 kJ/mol in the enthalpy therefore matters more here than a doubling of the ammonia pressure, which by (2) changes $D$ by $R\ln2=5.8$ J/(mol K) and raises $T_{1/2}$ by about 19 K.

## Finite excess of ammonia

Let $a$ and $b$ be the partial pressures that A and B would have at the same $T$ and $P$ without association. Forming the adduct removes the part $a\theta$ from the free ammonia. It also reduces the total number of molecules by the factor $1-a\theta/P$, and at constant total pressure every partial pressure is raised by the inverse of this factor:

$$
p_B=\frac{b-a\theta}{1-a\theta/P}. \tag{7}
$$

Mass action (4) holds with this $p_B$. At $\theta=1/2$ the right side is known, so within the model the half point for any feed with $b>a/2$ is given by (2) with

$$
p\ \longrightarrow\ \frac{b-a/2}{1-a/(2P)} .
$$

For $a=10^{-4}$ bar and $b=0.2$ bar the half point moves down by 0.005 K, which is negligible. For an equimolar feed, $a=b=0.2$ bar, the free ammonia pressure at the half point is $0.1/0.9=0.111$ bar and $T_{1/2}=474$ K, 15 K below the value for large excess.

The error of (1) away from the half point follows to first order in $r=a/b$. With $y=b/P$, one has $a\theta/P=ry\theta$, and (7) gives

$$
\ln\frac{p_B}{b}=\ln(1-r\theta)-\ln(1-ry\theta)\approx-r(1-y)\theta .
$$

Multiplying by $d\theta/d\ln x=\theta(1-\theta)$ gives the amount by which (1) overestimates the adducted fraction:

$$
\theta_{(1)}-\theta\approx r(1-y)\,\theta^2(1-\theta).
$$

The derivative of $\theta^2(1-\theta)$ is $\theta(2-3\theta)$, so the largest error occurs at $\theta=2/3$ and equals $4r(1-y)/27$. With $r=5\times10^{-4}$ and $y=0.2$ this is $5.9\times10^{-5}$ in $\theta$ itself. Solving numerically for the zero of the Gibbs-energy slope for this feed gives the same value to the digits shown. The estimate is meant for small $r$. At $y=0.2$ it is about 3 % too low for $r=0.1$, and for the equimolar feed, $r=1$, it gives 0.12 while the largest error obtained from (4) and (7) is 0.17.

## Temperature-dependent enthalpy and entropy

Suppose now that $\Delta H$ and $\Delta S$ are given at $T_0$ and that association changes the heat capacity by a constant $\Delta C_p$. Then $\Delta H$ gains $\Delta C_p(T-T_0)$ and $\Delta S$ gains $\Delta C_p\ln(T/T_0)$. Inserted in $\ln K$, these add

$$
\frac{\Delta C_p}{R}\,g(T),\qquad g(T)=\ln\frac{T}{T_0}+\frac{T_0}{T}-1 .
$$

The derivative $g'=(T-T_0)/T^2$ shows that $g$ has its minimum, zero, at $T_0$. A positive $\Delta C_p$ therefore favours the adduct on either side of $T_0$. Let $T_{1/2}$ still denote the value (2) and $T^*$ the corrected half point. The condition $\ln x=0$, multiplied by $R$, reads $|\Delta H|/T^*-D+\Delta C_p\,g(T^*)=0$. With $D=|\Delta H|/T_{1/2}$ it becomes

$$
T^*-T_{1/2}=\frac{\Delta C_p\,T^*T_{1/2}}{|\Delta H|}\,g(T^*)
\approx\frac{\Delta C_p\,T_{1/2}^2}{|\Delta H|}\,g(T_{1/2}),
$$

where the last form is of first order in $\Delta C_p$. As an illustration, take $T_0=298.15$ K and $\Delta C_p=20$ J/(mol K). This is a round model value, not an estimate for the real adduct. When two nonlinear molecules become one, the heat capacity at constant pressure loses $\tfrac52R$ from translation and $\tfrac32R$ from rotation, and six new harmonic vibrations return at most $6R$. With unchanged internal modes $\Delta C_p$ would therefore not exceed $2R=16.6$ J/(mol K). The chosen value lies above this bound, so the shift below overstates what these assumptions allow; at $\Delta C_p=2R$ the full shift is 5.9 K. For the chosen value, $g(T_{1/2})=0.1045$ and the first-order shift is $20\times489^2\times0.1045/75000=6.7$ K. The full solution gives 7.1 K and a half point of 496 K. It exceeds the first-order value because both $T^*$ and $g(T^*)$ are larger than their values at $T_{1/2}$.

## Table of computed values

```
Association enthalpy dH = -75.0 kJ/mol
Association entropy dS = -140.0 J/(mol K)
Gas constant R = 8.31446 J/(mol K)
Total pressure P = 1.00 bar
Ammonia pressure p = 0.20 bar
Total A pressure a = 1.0e-04 bar
Feed ratio r = a/b = 5.0e-04 (no unit)
R ln(p/p0) = -13.382 J/(mol K)
|dS| - R ln(p/p0) = 153.382 J/(mol K)
T_half = 488.98 K
T_half = 215.83 deg C
T_half from Gibbs minimum = 488.98 K
|dH|/|dS|, half point at 1 bar ammonia = 535.71 K
theta at 400 K: Langmuir 0.98375, Gibbs with feed a 0.98375 (no unit)
theta at 450 K: Langmuir 0.83171, Gibbs with feed a 0.83167 (no unit)
theta at 500 K: Langmuir 0.39970, Gibbs with feed a 0.39966 (no unit)
theta at 550 K: Langmuir 0.11438, Gibbs with feed a 0.11437 (no unit)
theta at 600 K: Langmuir 0.03188, Gibbs with feed a 0.03188 (no unit)
T at theta = 0.9: 436.93 K
T at theta = 0.1: 555.09 K
Width from 0.9 to 0.1 = 118.16 K
Midpoint slope dtheta/dT = -0.009432 1/K
dT_half/d ln p = 26.51 K
T_half at 0.02 bar ammonia = 434.72 K
T_half for dH = -80 kJ/mol = 521.57 K
Exact T_half at feed a minus T_half = -0.00530 K
Largest Langmuir error, formula = 5.926e-05 (no unit)
Largest Langmuir error, Gibbs = 5.927e-05 (no unit)
theta at largest error, 0.5 K grid = 0.665 (no unit)
Equimolar feed, a = b = 0.20 bar:
  free ammonia at half point = 0.1111 bar
  T_half = 473.88 K
Reference temperature T0 = 298.15 K
Heat-capacity change dCp = 20.0 J/(mol K)
Heat-capacity bracket = 0.10446 (no unit)
First-order shift of T_half = 6.66 K
Full shift of T_half = 7.13 K
T_half with dCp = 496.10 K
```
